# One silicon Raman shift does not determine the stress tensor: test program

```python
# Result under test: in (001) backscattering from a cubic diamond crystal,
#   shift = a*(sxx + syy) + b*szz,
#   a = w0/2*(p*S12 + q*(S11+S12)),  b = w0/2*(p*S11 + 2*q*S12),
# so distinct stress tensors share one longitudinal Raman shift.
# w0: unstressed wavenumber; p, q, r: phonon deformation constants / w0^2;
# S11, S12, S44: compliances; sij: stress, tension positive.
# K: change of the squared-frequency matrix divided by w0^2.
# An anharmonic lattice in model units tests the formulas microscopically.
import numpy as np
from itertools import combinations
from scipy.optimize import brentq
from scipy.constants import c as light_speed

rng = np.random.default_rng(4)
I3 = np.eye(3)
COMPONENTS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def unit_tensor(i, j):
    t = np.zeros((3, 3))
    t[i, j] = t[j, i] = 1.0
    return t


def compliances(c11, c12, c44):
    den = (c11 - c12) * (c11 + 2 * c12)
    return (c11 + c12) / den, -c12 / den, 1 / c44


def strain_from_stress(stress, S):
    s11, s12, s44 = S
    strain = 0.5 * s44 * stress
    np.fill_diagonal(strain, (s11 - s12) * np.diag(stress)
                     + s12 * np.trace(stress))
    return strain


def secular(strain, pqr):
    p, q, r = pqr
    K = 2 * r * strain
    np.fill_diagonal(K, (p - q) * np.diag(strain) + q * np.trace(strain))
    return K


def stress_coefficients(w0, pqr, S):
    p, q, _ = pqr
    s11, s12, _ = S
    return (w0 / 2 * (p * s12 + q * (s11 + s12)),
            w0 / 2 * (p * s11 + 2 * q * s12))


# ---------- microscopic lattice: bond and angle energies ----------
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
STRETCH, CUBIC, ANGLE = 1.0, -2.0, 0.6
CELL_VOLUME = 16.0


def forces_and_hessian(R):
    s = np.sum(R * R, axis=1) - 3.0
    tension = STRETCH * s + CUBIC * s**2 / 2
    g = 2 * tension[:, None] * R
    H = 4 * (R.T * (STRETCH + CUBIC * s)) @ R + 2 * tension.sum() * I3
    for i, j in combinations(range(4), 2):
        t = R[i] @ R[j] + 1.0
        g[i] += ANGLE * t * R[j]
        g[j] += ANGLE * t * R[i]
        w = R[i] + R[j]
        H += ANGLE * (np.outer(w, w) + 2 * t * I3)
    return g, H


def lattice(strain):
    """Cauchy stress and optical Hessian after internal relaxation."""
    F = I3 + strain
    R0 = BONDS @ F.T
    u = np.zeros(3)
    for _ in range(8):
        g, H = forces_and_hessian(R0 + u)
        u -= np.linalg.solve(H, g.sum(axis=0))
    R = R0 + u
    g, H = forces_and_hessian(R)
    assert np.max(abs(g.sum(axis=0))) < 1e-12
    return g.T @ R / (CELL_VOLUME * np.linalg.det(F)), H


# Hessian against differences of the summed force
R_test = BONDS + 0.02 * rng.normal(size=(4, 3))
H_num = np.array([(forces_and_hessian(R_test + 1e-5 * k)[0].sum(axis=0)
                   - forces_and_hessian(R_test - 1e-5 * k)[0].sum(axis=0))
                  / 2e-5 for k in I3])
assert np.allclose(H_num, forces_and_hessian(R_test)[1], atol=1e-6)

H0 = lattice(np.zeros((3, 3)))[1]
k0 = H0[0, 0]
assert np.allclose(H0, k0 * I3)


def strain_response(direction, h=1e-4):
    sp, Hp = lattice(h * direction)
    sm, Hm = lattice(-h * direction)
    return (sp - sm) / (2 * h), (Hp - Hm) / (2 * h * k0)


ds, dK = strain_response(unit_tensor(0, 0))
ds_shear, dK_shear = strain_response(unit_tensor(0, 1))
C_lat = (ds[0, 0], ds[1, 1], ds_shear[0, 1] / 2)
S_lat = compliances(*C_lat)
pqr_lat = (dK[0, 0], dK[1, 1], dK_shear[0, 1] / 2)

# symmetry form of K and Hooke's law on arbitrary strains
for _ in range(5):
    e = rng.normal(size=(3, 3))
    e = (e + e.T) / 2
    ds, dK = strain_response(e)
    assert np.allclose(dK, secular(e, pqr_lat), atol=2e-5)
    assert np.allclose(strain_from_stress(ds, S_lat), e, atol=2e-5)


def hessian_at_stress(target):
    e = np.zeros((3, 3))
    for _ in range(80):
        stress, H = lattice(e)
        residual = target - stress
        if np.max(abs(residual)) < 5e-14:
            return H
        e = e + strain_from_stress((residual + residual.T) / 2, S_lat)
    raise RuntimeError("stress iteration did not converge")


def z_frequency(target):
    return np.sqrt(hessian_at_stress(target)[2, 2] / k0)


# stress gradient of the z frequency against a and b
h = 1e-4
gradient = np.array([(z_frequency(h * unit_tensor(*ij))
                      - z_frequency(-h * unit_tensor(*ij))) / (2 * h)
                     for ij in COMPONENTS])
a_lat, b_lat = stress_coefficients(1.0, pqr_lat, S_lat)
assert np.allclose(gradient, [a_lat, a_lat, b_lat, 0, 0, 0], atol=2e-5)

# exactly equal frequencies at finite stress, including nonlinear response
uniaxial = unit_tensor(0, 0)
equibiaxial = np.diag([1.0, 1.0, 0.0])
uniaxial_110 = 0.5 * np.array([[1, 1, 0], [1, 1, 0], [0, 0, 0]], float)


def matching_ratio(shape, size, guess):
    wanted = z_frequency(size * uniaxial)
    ratio = brentq(lambda x: z_frequency(x * size * shape) - wanted,
                   0.8 * guess, 1.2 * guess, xtol=1e-12)
    H = hessian_at_stress(ratio * size * shape)
    assert np.max(abs(H[:2, 2])) < 1e-10
    return ratio


size = 0.006 * C_lat[0]
ratio_bi = matching_ratio(equibiaxial, size, 0.5)
ratio_bi_small = matching_ratio(equibiaxial, size / 8, 0.5)
ratio_110 = matching_ratio(uniaxial_110, size, 1.0)
ratio_110_small = matching_ratio(uniaxial_110, size / 8, 1.0)
assert abs(ratio_bi_small - 0.5) < abs(ratio_bi - 0.5) / 4
assert abs(ratio_110_small - 1.0) < abs(ratio_110 - 1.0) / 4

# ---------- example with rough two-figure silicon inputs ----------
w0 = 520.0
pqr = (-1.8, -2.3, -0.7)
C = (170.0, 64.0, 80.0)
S = compliances(*C)
a, b = stress_coefficients(w0, pqr, S)
RAMAN = [unit_tensor(1, 2), unit_tensor(0, 2), unit_tensor(0, 1)]


def spectrum(stress, phi_in=0.0, phi_out=np.pi / 2):
    """Eigenvalues of K and normalized backscattering intensities."""
    lam, vec = np.linalg.eigh(secular(strain_from_stress(stress, S), pqr))
    e_in = np.array([np.cos(phi_in), np.sin(phi_in), 0])
    e_out = np.array([np.cos(phi_out), np.sin(phi_out), 0])
    amplitude = np.array([e_out @ sum(v[j] * RAMAN[j] for j in range(3))
                          @ e_in for v in vec.T])
    return lam, amplitude**2 / np.sum(amplitude**2)


def shifts(lam):
    return w0 * (np.sqrt(1 + lam) - 1)


# centroid rule for arbitrary stresses and in-plane polarizations
for angles in [(0.0, np.pi / 2), (0.3, 0.9), (1.0, 1.2)]:
    s = rng.normal(size=(3, 3))
    s = (s + s.T) / 2
    lam, weight = spectrum(s, *angles)
    linear = a * (s[0, 0] + s[1, 1]) + b * s[2, 2]
    assert abs(w0 / 2 * (weight @ lam) - linear) < 1e-10

p, q, r = pqr
shear = abs((p - q) * (S[0] - S[1]) / (2 * r * S[2]))
same_three = 0.5 * equibiaxial + shear * unit_tensor(0, 1)
cases = [("uniaxial [100]", uniaxial),
         ("equibiaxial", 0.5 * equibiaxial),
         ("tension-compression", np.diag([2.0, -1.0, 0.0])),
         ("uniaxial [110]", uniaxial_110),
         ("same three modes", same_three),
         ("normal zz only", np.diag([0.0, 0.0, a / b]))]


def von_mises(stress):
    dev = stress - np.trace(stress) / 3 * I3
    return np.sqrt(1.5 * np.sum(dev * dev))


rows = []
for name, stress in cases:
    lam, weight = spectrum(stress)
    longitudinal = weight @ shifts(lam)
    K = secular(strain_from_stress(stress, S), pqr)
    assert np.max(abs(K[:2, 2])) < 1e-14
    others = shifts(np.linalg.eigvalsh(K[:2, :2]))
    rows.append((name, stress, longitudinal, others, von_mises(stress)))
reference_shift = rows[0][2]
assert all(abs(row[2] - reference_shift) < 1e-9 for row in rows)
for (_, s1), (_, s2) in combinations(cases, 2):
    assert np.max(abs(s1 - s2)) > 0.1
assert np.allclose(spectrum(uniaxial)[0], spectrum(same_three)[0], atol=1e-13)

# full K determines stress; its three eigenvalues alone do not
stress_to_K = np.array([[secular(strain_from_stress(unit_tensor(*ij), S),
                                 pqr)[kl] for ij in COMPONENTS]
                        for kl in COMPONENTS])
assert np.linalg.matrix_rank(stress_to_K) == 6
original = np.array([[1.0, 0.2, 0.1], [0.2, -0.4, 0.3], [0.1, 0.3, 0.5]])
O, _ = np.linalg.qr(rng.normal(size=(3, 3)))
K = secular(strain_from_stress(original, S), pqr)
K_rotated = O @ K @ O.T
coeff = np.linalg.solve(stress_to_K, [K_rotated[ij] for ij in COMPONENTS])
partner = sum(x * unit_tensor(*ij) for x, ij in zip(coeff, COMPONENTS))
assert np.max(abs(partner - original)) > 0.1
assert np.allclose(spectrum(partner)[0], spectrum(original)[0], atol=1e-13)

mixed = uniaxial + 0.5 * unit_tensor(0, 2)
lam_mixed, weight_mixed = spectrum(mixed)
shift_mixed = shifts(lam_mixed)
centroid = weight_mixed @ shift_mixed
assert abs(centroid - a) < 0.03  # second-order square-root correction
assert np.sum(weight_mixed > 0.05) >= 2

print("Silicon inputs (rough):")
print(f"w0 = {w0:.0f} cm^-1")
print(f"p, q, r = {p:.1f}, {q:.1f}, {r:.1f} (dimensionless)")
print(f"C11, C12, C44 = {C[0]:.0f}, {C[1]:.0f}, {C[2]:.0f} GPa")
print("S11, S12, S44 = " + ", ".join(f"{1e3*x:.3f}" for x in S) + " TPa^-1")
print(f"a = {a:.3f} cm^-1/GPa")
print(f"b = {b:.3f} cm^-1/GPa")
print(f"linear shift for 1 GPa uniaxial [100] = {a:.3f} cm^-1")
print(f"same shift after square root = {reference_shift:.3f} cm^-1")
print(f"same shift = {reference_shift*100*light_speed/1e9:.1f} GHz")
print("Stress states (GPa), shifts (cm^-1), von Mises (GPa):")
for name, s, lo, others, vm in rows:
    print(f"{name}: xx={s[0,0]:.3f} yy={s[1,1]:.3f} "
          f"zz={s[2,2]:.3f} xy={s[0,1]:.3f}")
    print(f"  longitudinal={lo:.3f}; others={others[0]:.3f}, "
          f"{others[1]:.3f}; von Mises={vm:.3f}")
print("Mixed case: xx = 1.0 GPa, xz = 0.5 GPa, rest zero")
print("mode shifts = " + ", ".join(f"{x:.3f}" for x in shift_mixed)
      + " cm^-1")
print("Raman weights = " + ", ".join(f"{x:.3f}" for x in weight_mixed)
      + " (fraction)")
print(f"centroid shift = {centroid:.3f} cm^-1")
print("Lattice test (model units, not silicon):")
print(f"stretch, cubic, angle = {STRETCH:.1f}, {CUBIC:.1f}, {ANGLE:.1f}")
print("p, q, r = " + ", ".join(f"{x:.4f}" for x in pqr_lat)
      + " (dimensionless)")
print("C11, C12, C44 = " + ", ".join(f"{x:.4f}" for x in C_lat)
      + " (model stress)")
print(f"a/w0, b/w0 formula = {a_lat:.5f}, {b_lat:.5f} (1/model stress)")
print(f"a/w0, b/w0 lattice = {gradient[0]:.5f}, {gradient[2]:.5f} "
      "(1/model stress)")
print(f"uniaxial stress/C11 = {size/C_lat[0]:.5f} (dimensionless)")
print(f"equal-frequency biaxial/uniaxial ratio = {ratio_bi:.5f}")
print(f"same ratio at one eighth stress = {ratio_bi_small:.5f}")
print(f"equal-frequency [110]/[100] ratio = {ratio_110:.5f}")
print(f"same ratio at one eighth stress = {ratio_110_small:.5f}")
print("tests ok")
```

Output:

```
Silicon inputs (rough):
w0 = 520 cm^-1
p, q, r = -1.8, -2.3, -0.7 (dimensionless)
C11, C12, C44 = 170, 64, 80 GPa
S11, S12, S44 = 7.408, -2.026, 12.500 TPa^-1
a = -2.270 cm^-1/GPa
b = -1.044 cm^-1/GPa
linear shift for 1 GPa uniaxial [100] = -2.270 cm^-1
same shift after square root = -2.275 cm^-1
same shift = -68.2 GHz
Stress states (GPa), shifts (cm^-1), von Mises (GPa):
uniaxial [100]: xx=1.000 yy=0.000 zz=0.000 xy=0.000
  longitudinal=-2.275; others=-2.275, -1.045; von Mises=1.000
equibiaxial: xx=0.500 yy=0.500 zz=0.000 xy=0.000
  longitudinal=-2.275; others=-1.660, -1.660; von Mises=0.500
tension-compression: xx=2.000 yy=-1.000 zz=0.000 xy=0.000
  longitudinal=-2.275; others=-3.508, 0.183; von Mises=2.646
uniaxial [110]: xx=0.500 yy=0.500 zz=0.000 xy=0.500
  longitudinal=-2.275; others=-2.802, -0.520; von Mises=1.000
same three modes: xx=0.500 yy=0.500 zz=0.000 xy=0.270
  longitudinal=-2.275; others=-2.275, -1.045; von Mises=0.684
normal zz only: xx=0.000 yy=0.000 zz=2.175 xy=0.000
  longitudinal=-2.275; others=-4.961, -4.961; von Mises=2.175
Mixed case: xx = 1.0 GPa, xz = 0.5 GPa, rest zero
mode shifts = -2.958, -2.275, -0.365 cm^-1
Raman weights = 0.737, 0.000, 0.263 (fraction)
centroid shift = -2.276 cm^-1
Lattice test (model units, not silicon):
stretch, cubic, angle = 1.0, -2.0, 0.6
p, q, r = -0.5385, -2.5385, -0.4201 (dimensionless)
C11, C12, C44 = 1.9000, 0.7000, 0.9231 (model stress)
a/w0, b/w0 formula = -0.56138, 0.27195 (1/model stress)
a/w0, b/w0 lattice = -0.56138, 0.27195 (1/model stress)
uniaxial stress/C11 = 0.00600 (dimensionless)
equal-frequency biaxial/uniaxial ratio = 0.49535
same ratio at one eighth stress = 0.49941
equal-frequency [110]/[100] ratio = 0.99911
same ratio at one eighth stress = 0.99990
tests ok
```
